# The Correlated-Double-Sampling Histogram of a Two-State Telegraph Trap

A pixel of a CMOS image sensor is read through a small transistor, the source follower. One electron trap in its gate oxide switches at random between empty, $n=0$, and filled, $n=1$. A filled trap lowers the output voltage by $A>0$. Correlated double sampling (CDS) takes two samples, $S_1$ and then $S_2$, a delay $T$ apart, and records

$$x=S_1-S_2 .$$

The pixel is dark and its transfer gate stays off, so no photocharge arrives between the samples. Repeating the reading over many frames gives a histogram of $x$ for this one pixel.

The model assumes that:

- an empty trap captures an electron with constant probability per unit time $c=1/\tau_c$, and a filled trap emits it with $e=1/\tau_e$, whatever its past;
- sampling is instantaneous;
- the read noise is Gaussian and independent of the trap.

We write $k=c+e$ and $E=e^{-kT}$; in this last expression, as in every exponential below, $e$ is the base of natural logarithms.

## (a) What can the trap contribute to one CDS value?

**Solution.** Let $V_0$ be the output with an empty trap, including any offset common to both samples, such as the frozen reset noise of the sense node. With read noises $N_1,N_2$,

$$S_1=V_0-An_1+N_1,\qquad S_2=V_0-An_2+N_2 .$$

Subtraction removes $V_0$:

$$x=A(n_2-n_1)+N_1-N_2 .$$

The trap term has three possible values. It is $+A$ if the trap goes from empty to filled, $-A$ if it goes from filled to empty, and $0$ if both samples find the same state. The last case includes traps that switched an even number of times during the delay.

The noise $N_1-N_2$ is Gaussian with zero mean and variance

$$\sigma^2=\sigma_1^2+\sigma_2^2-2\,\mathrm{cov}(N_1,N_2).$$

For independent samples of equal noise $\sigma_s$ this is $\sigma^2=2\sigma_s^2$. Below, $\sigma$ always denotes the noise of the difference.

## (b) How likely is each transition?

Find the probabilities of the values $\pm A$ when the trap is filled with probability $q$ at the first sample. When are they equal?

**Solution.** Let $P(t)$ be the probability that the trap is filled. Capture raises it and emission lowers it:

$$\frac{dP}{dt}=c(1-P)-eP=c-kP .$$

The stationary value is $p_1=c/k$; the trap is then empty with probability $p_0=e/k=1-p_1$. Since $c=kp_1$, the equation reads $d(P-p_1)/dt=-k(P-p_1)$, so

$$P(t)=p_1+[P(0)-p_1]e^{-kt}.$$

A trap empty at the first sample has $P(0)=0$ and is filled at the second with probability $p_1(1-E)$. A trap filled at the first has $P(0)=1$ and is empty at the second with probability

$$1-p_1-(1-p_1)E=p_0(1-E).$$

Multiplying by the probabilities of the starting states gives

$$w_+=(1-q)p_1(1-E),\qquad w_-=q\,p_0(1-E).$$

Their difference follows from $(1-q)p_1-q(1-p_1)=p_1-q$:

$$w_+-w_-=(p_1-q)(1-E).$$

For $T>0$ the weights are equal exactly when $q=p_1$, that is, when the trap is in its stationary state at the first sample. Both are then

$$w=p_0p_1\left(1-e^{-kT}\right)=\frac{ce}{(c+e)^2}\left(1-e^{-(c+e)T}\right).$$

For $kT\ll1$, $1-E\approx kT$ and

$$w\approx\frac{ce}{c+e}\,T=\frac{T}{\tau_c+\tau_e}.$$

This is the delay divided by the mean duration of one capture-and-emission cycle. For $kT\gg1$ the two states are independent and $w\to p_0p_1$. Because $p_0+p_1=1$, the product is at most $1/4$, so $w<1/4$ at any finite delay.

## (c) What is the histogram?

Find the probability density of $x$ for a stationary trap, and its variance and fourth cumulant.

**Solution.** For a given trap term $s$, $x$ is Gaussian about $s$. Let

$$\varphi_\sigma(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/2\sigma^2}.$$

Summing over $s=0,+A,-A$ with their probabilities gives

$$f(x)=(1-2w)\,\varphi_\sigma(x)+w\,\varphi_\sigma(x-A)+w\,\varphi_\sigma(x+A),$$

with $w$ from part (b). For a non-stationary start the three weights become $1-w_+-w_-$, $w_+$ and $w_-$.

In the stationary case the mean of $s$ is zero, $\langle s^2\rangle=2wA^2$ and $\langle s^4\rangle=2wA^4$. Cumulants of independent terms add, and a Gaussian has no fourth cumulant. Therefore

$$\mathrm{var}(x)=\sigma^2+2wA^2,$$

$$\kappa_4=\langle s^4\rangle-3\langle s^2\rangle^2=2wA^4(1-6w).$$

The fourth cumulant vanishes at $w=1/6$ and is negative above it. A kurtosis equal to that of a Gaussian therefore does not exclude a trap.

## (d) When does the histogram have three peaks?

Three components need not produce three maxima. Find the condition for the stationary case.

**Solution.** Let $u=x/\sigma$, $a=A/\sigma$ and $\varphi=\varphi_1$. The density of $u$ is $h(u)=\sigma f(\sigma u)$. Since $\varphi'(u)=-u\varphi(u)$,

$$h'=-(1-2w)u\varphi(u)-w(u-a)\varphi(u-a)-w(u+a)\varphi(u+a).$$

Expanding the squares in the exponents gives $\varphi(u\mp a)=\varphi(u)e^{-a^2/2}e^{\pm au}$. The two side terms contain

$$(u-a)e^{au}+(u+a)e^{-au}=2u\cosh au-2a\sinh au .$$

Taking out the factor $2wu\varphi(u)$ leaves

$$h'(u)=2wu\,\varphi(u)\,[G(u)-R],$$

$$R=\frac{1-2w}{2w},\qquad G(u)=e^{-a^2/2}\left[\frac{a\sinh au}{u}-\cosh au\right].$$

By symmetry $u>0$ suffices: the density rises where $G>R$ and falls where $G<R$.

At the centre $G(0)=e^{-a^2/2}(a^2-1)$. Its largest value over all $a$ occurs at $a^2=3$ and is $2e^{-3/2}\approx0.45$. Since $w\le1/4$ implies $R\ge1$, $G(0)<R$, and the centre is always a maximum.

For the rest of the curve, expand in powers of $u^2$:

$$G=e^{-a^2/2}\sum_{m=0}^{\infty}\frac{(au)^{2m}}{(2m)!}\left(\frac{a^2}{2m+1}-1\right).$$

If $a^2\le3$, no coefficient with $m\ge1$ is positive. Then $G$ falls from $G(0)<R$, and there is one maximum.

If $a^2>3$, the coefficients with $m\ge1$ are first positive and later negative. The same holds for the derivative of $G$ with respect to $v=u^2$. Divide that derivative by the power of $v$ in its last positive term. The earlier terms then decrease with $v$, that term is constant, and the later ones also decrease. The quotient thus has at most one zero, so $G$ has a single maximum, after which it falls to $-\infty$. Hence

$$\max_{u>0}G(u)>R\ \Rightarrow\ \text{three maxima},\qquad \max_{u>0}G(u)\le R\ \Rightarrow\ \text{one}.$$

In the first case $G$ crosses $R$ twice, at a valley and then at a side peak. Equality gives a level shoulder.

An estimate for well-separated components follows by setting $u=a-\delta$ and dropping $e^{-au}$:

$$G\approx\frac12e^{a^2/2-a\delta}\,\frac{\delta}{a-\delta}.$$

For $\delta\ll a$ this is largest near $\delta=1/a$, so

$$\max G\approx\frac{e^{a^2/2-1}}{2(a^2-1)}.$$

Rare transitions mean a large $R$, and so require a larger amplitude relative to the noise.

## (e) What do the peaks reveal about the two rates?

**Solution.** Exchanging $c$ and $e$ leaves $w$, and hence the stationary histogram, unchanged. One delay gives one number $w$, which cannot fix two rates. With the rates held fixed, delays $T$ and $2T$ give

$$\frac{w(2T)}{w(T)}=\frac{1-E^2}{1-E}=1+E,$$

$$k=-\frac1T\ln\left[\frac{w(2T)}{w(T)}-1\right],\qquad p_0p_1=\frac{w(T)}{1-E}.$$

The two occupancies are the roots of $p^2-p+p_0p_1=0$, but these data do not say which root is $p_1$.

A non-stationary start can decide. Suppose the trap is known to be empty when the transistor is switched on, a time $t_s$ before the first sample. Then $q=p_1(1-e^{-kt_s})$, and part (b) gives

$$w_+-w_-=p_1e^{-kt_s}(1-E).$$

With $k$ and $t_s$ known, the unequal side weights determine $p_1$.

## (f) Apply the result to a silicon pixel

Take $A=220$ µV, $\sigma_s=40$ µV with independent samples, $\tau_c=20$ µs, $\tau_e=10$ µs and $T=5$ µs. The conversion gain is 60 µV per electron. Find the weights, the total noise and the number of maxima.

**Solution.** The rates add to $k=0.05+0.10=0.15$ µs⁻¹, so $kT=0.75$ and $E=0.472$. The occupancies are $p_1=1/3$ and $p_0=2/3$. Thus

$$w=0.2222\times(1-0.4724)=0.117,\qquad 1-2w=0.77 .$$

The short-delay formula would give $5/30=0.167$, which is 42 % above the full result, because $kT$ is not small.

The noise of the difference is $\sigma=\sqrt2\times40=56.6$ µV. The total rms value is

$$\sqrt{56.57^2+2(0.1173)(220)^2}\approx121\ \text{µV},$$

or 2.0 electrons, against 0.94 electrons without the trap. A single rms figure would hide the fact that most readings belong to the narrow central component.

For the maxima, $a=220/56.57=3.89$ and $R=0.7655/(2\times0.1173)=3.26$. Numerical maximization gives $\max G=25.1$; the estimate in part (d) gives about 25. There are therefore three maxima. Solving $\max G=R$ numerically at fixed $w$ puts the threshold at $a=3.19$, or $A=180$ µV (3.0 electrons). At the limiting weight $w=1/4$ the threshold is $a=2.63$.

A numerical search puts the side maxima at $\pm219.2$ µV and the valleys at $\pm147.7$ µV. The side maxima lie slightly inside $\pm A$ because the tail of the central component slopes down through them. The density is 5.40 per mV at the centre, 0.83 at a side maximum and 0.54 in a valley, so the valley is about two thirds as high as the side peak.

In 10 000 independent frames each side component is expected to hold $10\,000\,w\approx1173$ readings, with a binomial standard deviation of 32.

Doubling the delay gives $w(2T)=0.1726$. Then $0.1726/0.1173-1\approx0.47$, which returns $k\approx0.15$ µs⁻¹. This weight exceeds $1/6$, so the fourth cumulant has changed sign.

If the transistor is switched on only 4 µs before the first sample, with the trap empty, then $q=(1-e^{-0.6})/3=0.150$. The weights become $w_+=0.149$ and $w_-=0.053$. Their difference, divided by $e^{-0.6}(1-E)=0.290$, returns $p_1=0.33$ and identifies the empty state as the more probable one.

## (g) How far can a real pixel depart from this model?

**Solution.** The parameters are rough values for a silicon pixel at 300 K. For a gate of 250 nm × 500 nm on 7 nm of oxide with relative permittivity 3.9, the parallel-plate capacitance is $C\approx0.62$ fF. One elementary charge $q_e$ at the interface, with a follower gain of 0.85, gives $0.85\,q_e/C\approx0.22$ mV, which sets the scale of $A$. This estimate assumes a uniform channel and a gate held at fixed voltage. In the pixel the gate is connected to the floating sense node, whose voltage the trapped charge can also shift. In a real channel the current is uneven, and the amplitude depends on where the trap sits. If $A$ were halved to 110 µV, with $w$ and $\sigma$ held fixed, then $a^2=3.8$ and the histogram would have a single maximum. Of the departures sized here, this is the one that removes the side peaks.

**Finite settling.** A trap that switches just before a sample leaves an intermediate voltage. To size this, 400 000 trap histories were simulated with random exponential dwell times and a single-pole readout of time constant 0.2 µs. Compared with instantaneous sampling of the same histories, 1.7 % of the histogram's area moves. The density at the valley positions rises by about 15 %, because intermediate voltages fall between the components.

**Switch-on.** A wait of 30 µs from an empty trap gives side weights of 0.118 and 0.116, a difference of about 2 % of either weight. In 10 000 frames the two side counts then differ by about 20, less than the random error of about 48 in that difference, so the stationary formula is adequate for such a data set. In a million frames the difference would be detectable.

**Temperature.** Suppose both rates follow the same activation barrier, 0.30 eV. Warming from 300 K to 310 K multiplies them by $\exp[(0.30\ \text{eV}/k_B)(1/300-1/310)\,\text{K}^{-1}]=1.45$. At fixed $A$ and $T$, $w$ rises from 0.117 to 0.148, so data taken while the sensor warms mix different weights.

**A second trap.** An independent, identical trap whose voltage steps add to the first gives five components. Their weights are $(1-2w)^2+2w^2=0.61$ at zero, $2w(1-2w)=0.18$ at each of $\pm A$, and $w^2=0.014$ at each of $\pm2A$.

**Smaller effects.** Quantization in steps of 10 µV, treated as independent uniform rounding errors, adds $2\times10^2/12$ µV² to $\sigma^2$ and raises $\sigma$ from 56.6 to 56.7 µV. Leakage of 100 electrons per second into the sense node brings $5\times10^{-4}$ electrons during the delay.
